\section*{Fowler–Nordheim current oscillations from a reflecting anode interface, part 2}

Electrons tunnel from a metal cathode ($x<0$) into an oxide ($0<x<d$), then travel to the anode ($x>d$). Reflection at the anode and again at the turning point makes the current oscillate with field. We seek this oscillation after averaging over electron energy.

Here $q>0$ is the elementary charge, $F>0$ the uniform field, $\Phi$ the cathode barrier and $\Phi_a$ the drop in band edge from oxide to anode. The masses are $m_c$, $m_{ox}$, $m_a$. Image forces are omitted from the model. The normal energy $u$ in the oxide is measured from the cathode Fermi level. Then $B=\Phi-u$, $K_u=qFd-\Phi+u$ is the kinetic energy on reaching the anode, and $x_t=B/(qF)$ is the turning point. Without an energy argument, $K=qFd-\Phi$, $\theta$, $g$ and $R$ are values at $u=0$.

Also $\ell^3=\hbar^2/(2m_{ox}qF)$, $s_0=B/(qF\ell)$, $z=K_u/(qF\ell)$, $\zeta=\tfrac23z^{3/2}$, $\kappa_{c,a}=\ell m_{ox}k_{c,a}/m_{c,a}$ and $g_c=\kappa_c/\sqrt{s_0}$. The wave numbers are $k_c$, $k_a$ in the electrodes and $k_{ox}$ in the oxide at the anode.

The transmission is $T=T_0M$, with smooth part
\begin{equation}
T_0\simeq\frac{4\kappa_c e^{-2\xi}}{\kappa_c^2s_0^{-1/2}+s_0^{1/2}}
=\frac{4g_c}{1+g_c^2}\,e^{-2\xi},\qquad
2\xi=\frac{4\sqrt{2m_{ox}}\,B^{3/2}}{3\hbar qF}.
\label{T0}
\end{equation}
The round-trip phase and the ratio of anode speed to oxide speed are
\begin{equation}
\theta=2\zeta=\frac{4\sqrt{2m_{ox}}\,K_u^{3/2}}{3\hbar qF},\qquad
2\varphi=\theta+\frac\pi2,
\label{theta}
\end{equation}
\begin{equation}
\frac{\kappa_a}{\sqrt z}=\frac{k_a/m_a}{k_{ox}/m_{ox}}
=g=\sqrt{\frac{m_{ox}(K_u+\Phi_a)}{m_aK_u}},
\label{g}
\end{equation}
With $R=(g-1)/(g+1)$ and anode reflection $r=-R$, the interference factor is
\begin{equation}
M=1+2\sum_{n=1}^{\infty}R^n\cos\!\left[n\left(\theta+\frac\pi2\right)\right].
\label{series}
\end{equation}
The current density is
\begin{equation}
J=\frac{qm_{ox}}{2\pi^2\hbar^3}\int du\,S(u)T(u),\qquad
S(u)=k_BT\ln\!\left(1+e^{-u/k_BT}\right).
\label{J}
\end{equation}
In $k_BT$, $T$ is the temperature.

The example has $d=5$ nm, $\Phi=3.2$ eV, $\Phi_a=3.1$ eV, $m_{ox}=0.5\,m_e$ and $m_a=m_c=m_e$. At 9 MV/cm and $u=0$, $K=1.3$ eV, $x_t=3.56$ nm, $z=3.29$, $\theta=7.96$, $g=1.30$ and $R=0.131$.

\subsection{Two slopes and the transit time}

$S$ falls rapidly above the Fermi level, and $T_0$ falls rapidly below it. Most of the current therefore comes from a narrow range near $u=0$. Expand the exponent of $T_0$ and the phase to first order in $u$, and keep $R$ and the prefactor at their values at $u=0$. Since $B=\Phi-u$, (\ref{T0}) and (\ref{theta}) give
\begin{align}
\lambda&=\left.\frac{d(-2\xi)}{du}\right|_0=\frac{2\sqrt{2m_{ox}\Phi}}{\hbar qF},\\
\theta'&=\left.\frac{d\theta}{du}\right|_0=\frac{2\sqrt{2m_{ox}K}}{\hbar qF},\qquad
\frac{\theta'}{\lambda}=\sqrt{\frac K\Phi}.
\label{slopes}
\end{align}
The phase slope has a classical meaning. Beyond the turning point the speed is $v=\sqrt{2qF(x-x_t)/m_{ox}}$. With $d-x_t=K/(qF)$, the one-way transit time is
\begin{equation}
\tau=\int_{x_t}^{d}\frac{dx}{v}
=\sqrt{\frac{2m_{ox}(d-x_t)}{qF}}=\frac{\sqrt{2m_{ox}K}}{qF},
\end{equation}
and hence $\theta'=2\tau/\hbar$. A longer round trip makes the phase more sensitive to energy.

\subsection{Averaging over energy}

With these expansions each harmonic of $M$ needs the integral
\begin{equation}
\mathcal I(a)=\int_{-\infty}^{\infty}S(u)e^{au}du,\qquad
0<\mathrm{Re}\,a<\frac1{k_BT}.
\end{equation}
The range of $a$ ensures convergence at both ends. Since $dS/du=-1/(1+e^{u/k_BT})$, integration by parts gives
\begin{equation}
\mathcal I(a)=\frac{\mathcal H(a)}a,\qquad
\mathcal H(a)=\int_{-\infty}^{\infty}\frac{e^{au}}{1+e^{u/k_BT}}du .
\end{equation}
To find $\mathcal H$, integrate round a rectangle whose sides are the real axis and the line shifted by $2\pi ik_BT$. On the shifted line the integrand is multiplied by $e^{2\pi iak_BT}$, and the end sides vanish. The one enclosed pole is at $u=i\pi k_BT$, with residue $-k_BTe^{i\pi ak_BT}$. Therefore
\begin{equation}
\mathcal H\left(1-e^{2\pi iak_BT}\right)=-2\pi ik_BTe^{i\pi ak_BT}.
\end{equation}
Division by $e^{i\pi ak_BT}$ turns the bracket into $-2i\sin(\pi ak_BT)$, so
\begin{equation}
\mathcal I(a)=\frac{\pi k_BT}{a\sin(\pi ak_BT)} .
\label{I}
\end{equation}
Let $J_{FN}$ be the current obtained with $T_0$ alone. Its energy integral is proportional to $\mathcal I(\lambda)$. In the $n$th harmonic the factor $e^{in\theta'u}$ changes $\lambda$ into $\lambda+in\theta'$. The result is
\begin{align}
\frac{J}{J_{FN}}&=1+2\sum_{n=1}^{\infty}R^n\,
\mathrm{Re}\left[e^{in(\theta+\pi/2)}D_n\right],
\label{main}\\
D_n&=\frac{\mathcal I(\lambda+in\theta')}{\mathcal I(\lambda)}
=\frac{\lambda\sin(\pi\lambda k_BT)}
{(\lambda+in\theta')\sin[\pi(\lambda+in\theta')k_BT]} .
\label{D}
\end{align}
The formula requires $\lambda k_BT<1$. Otherwise the thermal tail is not cut off by the supply and the expansion about the Fermi level fails. At room temperature $k_BT$ is about $1/40$ eV, and the example has $\lambda=14.4$ eV$^{-1}$, so the condition is met.

\subsection{The low-temperature limit}

As $T\to0$, each sine is replaced by its argument. With (\ref{slopes}),
\begin{equation}
D_n=\left(\frac{\lambda}{\lambda+in\theta'}\right)^2
=\left(1+in\sqrt{\frac K\Phi}\right)^{-2}.
\end{equation}
For the first harmonic $K=qFd-\Phi$ gives
\begin{equation}
|D_1|=\frac1{1+K/\Phi}=\frac{\Phi}{qFd},\qquad
\arg D_1=-2\arctan\sqrt{\frac K\Phi}.
\label{cold}
\end{equation}
Even at zero temperature the tunnelling electrons have an energy spread of order $1/\lambda$, and it reduces the contrast by the ratio of barrier height to oxide voltage energy. At fixed field and barrier, a thicker oxide weakens this factor as $1/d$. At fixed thickness, a higher field weakens it as $1/F$.

If only the first harmonic matters and its amplitude varies slowly with field, the current ratio for $R>0$ has maxima near
\begin{equation}
\theta+\frac\pi2-2\arctan\sqrt{\frac K\Phi}=2\pi N ,
\end{equation}
with $N$ an integer. For $R<0$ these are minima. The sign of $R$ can change with field: setting $g=1$ in (\ref{g}) gives $m_{ox}(K+\Phi_a)=m_aK$, or
\begin{equation}
K=\frac{\Phi_a}{m_a/m_{ox}-1},\qquad m_a>m_{ox}.
\label{zero}
\end{equation}
At this energy the leading-order oscillation disappears. If $m_a\le m_{ox}$, $g$ stays above 1 for $\Phi_a>0$ and there is no such energy.

\subsection{The smooth current}

Insert (\ref{T0}) and $\mathcal I(\lambda)$ into (\ref{J}). With $P=4g_c/(1+g_c^2)$ at $u=0$,
\begin{equation}
J_{FN}=\frac{qm_{ox}}{2\pi^2\hbar^3}\frac{P}{\lambda^2}
e^{-2\xi}\frac{\pi\lambda k_BT}{\sin(\pi\lambda k_BT)} .
\end{equation}
Since $1/\lambda^2=\hbar^2q^2F^2/(8m_{ox}\Phi)$, the mass cancels from the first factor:
\begin{equation}
J_{FN}=\frac{q^3F^2P}{16\pi^2\hbar\Phi}
\exp\!\left[-\frac{4\sqrt{2m_{ox}}\,\Phi^{3/2}}{3\hbar qF}\right]
\frac{\pi\lambda k_BT}{\sin(\pi\lambda k_BT)} .
\end{equation}
This is the closed form of the steep background. In the comparisons below, the integrated current is divided by the energy integral with $T_0$ alone, which this formula approximates.

\subsection{Worked example: 5 nm of oxide at 300 K}

Use the parameters of the first half, with a cathode Fermi energy of 12 eV above the band bottom. At 9 MV/cm the slopes are $\lambda=14.40$ eV$^{-1}$ and $\theta'=9.18$ rad eV$^{-1}$. Their ratio is 0.637, equal to $\sqrt{1.3/3.2}$. The one-way transit takes 3.02 fs.

At zero temperature $|D_1|=3.2/4.5=0.711$. The phase of the first harmonic is
\begin{equation}
7.955+1.571-2\arctan(0.637)=8.39\ \mathrm{rad},
\end{equation}
whose cosine is $-0.51$. The first harmonic alone gives
\begin{equation}
\frac J{J_{FN}}\approx1+2(0.131)(0.711)(-0.51)=0.90 .
\end{equation}
At 300 K, $|D_1|$ falls to 0.631 and the amplitude becomes $2(0.131)(0.631)=0.165$. The thermal law (\ref{main}), including the change in the phase of $D_1$ and the higher harmonics, gives 0.88. Integrating the Schrödinger equation over all relevant energies gives 0.89. The smooth current is $4.2\times10^{-6}$ A/cm$^2$ by energy integration and $4.3\times10^{-6}$ A/cm$^2$ by the closed formula.

Between 7.8 and 10.5 MV/cm, with thickness and material parameters fixed, the ratio has three extrema:
\begin{center}
\begin{tabular}{lcc}
 & integrated & law (\ref{main})\\
maximum & 8.31 MV/cm, 1.31 & 8.24 MV/cm, 1.29\\
minimum & 9.23 MV/cm, 0.85 & 9.16 MV/cm, 0.86\\
maximum & 10.12 MV/cm, 1.09 & 10.04 MV/cm, 1.09
\end{tabular}
\end{center}
The second number in each entry is $J/J_{FN}$. The second maximum is weaker because $R$ and the energy average both decrease with field in this range. By (\ref{zero}), $R$ would vanish at $K=3.1$ eV.

\subsection{Accuracy of the closed law}

The largest difference between law and integration in this scan is 0.085 in $J/J_{FN}$. This is not small beside the oscillation. For a 10 nm oxide with a 15 eV anode step, between 8.0 and 8.6 MV/cm at 300 K, the largest difference is 0.005.

The law places each extremum 0.06 to 0.08 MV/cm too low in the thin oxide. Part of this shift can be derived. The amplitude of a wave in a sloping potential varies as $k_{ox}^{-1/2}$. The outgoing and returning waves therefore have logarithmic derivatives $\pm ik_{ox}-k_{ox}\delta$, where
\begin{equation}
\delta=\frac{1}{2k_{ox}^2}\frac{dk_{ox}}{dx}
=\frac{qF}{4Kk_{ox}}=\frac1{4z^{3/2}}=\frac1{3\theta}.
\end{equation}
Matching their sum to the anode slope $igk_{ox}$ changes the reflection to
\begin{equation}
-r=\frac{(g-1)-i\delta}{(g+1)-i\delta}.
\end{equation}
At 9 MV/cm, $\delta=0.042$, and the phase of $-r$ is about
$-0.042/0.301+0.042/2.301=-0.12$ rad. A larger $\theta$, and so a higher field, is needed to compensate. The two maxima of the law are 1.80 MV/cm apart, or about 3.5 rad per MV/cm, so this accounts for a shift of about 0.03 MV/cm. That is roughly half the difference. The rest was not separated into its causes. The law also neglects the energy dependence of $R$, the next term in the Airy phase, and the curvature in energy of the phase and of the tunnelling exponent.

The correction also shows where the law fails. Near the onset $K=0$, $\theta$ is small and $\delta$ is large. Near $g=1$, $\delta$ is comparable with $g-1$, and a weak reflection remains at matched velocities.

\subsection{What a real capacitor changes}

The example represents a negative aluminium gate injecting electrons through SiO$_2$ into accumulated p-type silicon. The thickness and fields are in the range where Fowler--Nordheim leakage matters, but the upper part of the scan is extreme: 10.5 MV/cm is 1.05 times a rough breakdown field of 10 MV/cm. For classical images between two conducting planes and a rough oxide permittivity of 2.1, the WKB integrals at 9 MV/cm add 2.7 rad to $\theta=7.96$ and multiply the current by about 25. The phase figure is not the shift of the oscillation. About 2.3 rad of it comes from the anode side, where the image well is steep on the scale of a wavelength, WKB fails, and the phase of the reflection changes as well. Integrating the Schrödinger equation at $u=0$ with this potential, cut off at the electrode band edges, gives a net shift of only about 0.3 rad, a current factor of about 18, and a reflection modulus of 0.24 instead of 0.13. These values depend on how the image is cut off: freezing it 0.1 or 0.2 nm from the interfaces gives shifts of about 0 and $-0.7$ rad, moduli of 0.15 and 0.04, and current factors of 12 and 10. Silicon is also a weaker mirror than a metal. The listed fields and heights of the extrema are therefore results of the model and not predictions for a particular capacitor.

Apart from this uncertain rounding of the anode step, scattering in the oxide makes the largest estimated reduction in contrast. If the coherent flux decays with mean free path $\Lambda$, its amplitude decays at half that rate. The extra path of the first harmonic is $2(d-x_t)$, so in a simple ray estimate, which is only approximate for a path this short, its contribution is multiplied by
\begin{equation}
e^{-(d-x_t)/\Lambda}=e^{-1.444/1.5}=0.38
\end{equation}
for a rough $\Lambda=1.5$ nm. Scattered electrons can still contribute to the smooth current.

Thickness variations act differently. At fixed oxide voltage $F\propto1/d$ and $\theta\propto d$. For a Gaussian variation $\eta$ of rms size $\sigma$, let the smooth current vary as $e^{-\alpha\eta}$ and the phase as $\beta\eta$, with $\beta=\theta/d$. The averaged harmonic is multiplied by
\begin{equation}
\frac{\langle e^{(-\alpha+i\beta)\eta}\rangle}{\langle e^{-\alpha\eta}\rangle}
=e^{-\beta^2\sigma^2/2-i\alpha\beta\sigma^2}.
\end{equation}
The exponential weighting shifts the phase but leaves the modulus at $e^{-\beta^2\sigma^2/2}$. For a rough $\sigma=0.2$ nm this is 0.95. Together with scattering it reduces the amplitude at 9 MV/cm from 0.165 to about 0.06.

The masses are also uncertain. With the other parameters fixed, $m_a=0.5\,m_e$ raises $R$ from 0.13 to 0.30, while $m_{ox}=0.4\,m_e$ lowers $\theta$ from 7.96 to 7.12. Silicon several electronvolts above its band edge is not a single parabolic band, so $m_a$ is an effective parameter of the reflection. The phase depends on both thickness and oxide mass, and the amplitude on both masses, so errors in these parameters can partly compensate each other in a fit.

Wear limits how long such a field can be applied. For a rough charge to wear-out of 10 C/cm$^2$, the smooth current without image forces gives $2.4\times10^6$ s at 9 MV/cm and $2.3\times10^4$ s at 10.5 MV/cm. An image-force factor of about 20 would shorten the first time to about $10^5$ s. Charge trapped during stress changes the local field and hence the phase; its effect is not included. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Oxide thickness: 5.0 nm; temperature: 300 K
Cathode barrier: 3.2 eV; anode band step: 3.1 eV
Masses oxide, anode, cathode: 0.5, 1.0, 1.0 m_e
Cathode Fermi energy: 12.0 eV
Working field: 9.0 MV/cm; oxide voltage: 4.50 V
Turning point: 3.556 nm; path to anode: 1.444 nm
Kinetic energy at anode, oxide side: 1.300 eV
Airy length: 0.4391 nm; path / Airy length: 3.290
Round-trip phase theta: 7.955 rad
Velocity ratio g: 1.3009; reflection R: 0.1308
Range of M at one energy: 0.769 to 1.301
Kinetic energy where R vanishes: 3.10 eV
Tunnelling slope: 14.401 /eV; phase slope: 9.179 rad/eV
One-way transit time: 3.021 fs
Damping |D_1| at 0 K: 0.7111; at 300 K: 0.6309
First-harmonic amplitude 2R|D_1| at 300 K: 0.1650
Smooth current, integrated: 4.206e-06 A/cm2
Smooth current, closed formula: 4.294e-06 A/cm2
J/J_FN at working field: integrated 0.8915, law 0.8808
Maximum: integrated 8.31 MV/cm, J/J_FN 1.305; law 8.24 MV/cm, 1.288
Minimum: integrated 9.23 MV/cm, J/J_FN 0.847; law 9.16 MV/cm, 0.859
Maximum: integrated 10.12 MV/cm, J/J_FN 1.094; law 10.04 MV/cm, 1.085
Scanned fields: 7.8 to 10.5 MV/cm
Largest error of law in J/J_FN, example: 0.0852
Largest error of law, 10 nm test with 15 eV step: 0.0051
Largest |T/T_0 - 1| at equal velocities, 10 nm test: 0.0050
Largest relative error of Airy T: 2.9e-08
Scattering, rough mean free path 1.5 nm: amplitude x 0.382
Roughness 0.2 nm rms, fixed voltage: amplitude x 0.951
Image force, rough permittivity 2.1: theta + 2.70 rad
Image force: current x 25.3 (WKB exponent)
R if anode mass is 0.5 m_e: 0.2957
theta if oxide mass is 0.4 m_e: 7.115 rad
Mean parallel energy scale 1/slope: 0.0694 eV
Smooth current at 10.5 MV/cm: 4.299e-04 A/cm2
Time to rough wear-out charge 10 C/cm2: 2.4e+06 s at working field, 2.3e+04 s at top field
Top field / rough breakdown field 10 MV/cm: 1.05
\end{verbatim}
